# Drift-driven parabolic oxide growth from forward and backward ion jumps, part 2

A metal carries an oxide film of thickness $L$ under a fixed voltage $V$, with the metal positive. Metal ions move outward through the film and form new oxide at the outer face. The question is how the film grows when backward jumps are counted too.

The coordinate $X$ runs outward from the metal. The field $E$, the voltage $V$ and the ion flux $J$ (ions per area and time) are positive outward. Numerical values are mostly in nm, eV and MV/cm.

Mobile ions of charge $ze$ ($e>0$ is the elementary charge) jump between planes of sites a distance $a$ apart. Without field, the jump rate in each direction is
$$\Gamma=\nu\,e^{-W/kT},$$
with barrier $W$, attempt rate $\nu$, Boltzmann's constant $k$ and temperature $T$. In a field the rates are $\Gamma e^{x}$ forward and $\Gamma e^{-x}$ backward. With density $n_i$ near plane $i$, the flux between neighbouring planes is
$$J=a\Gamma\left(n_i\,e^{x}-n_{i+1}\,e^{-x}\right).$$
For uniform density $n$,
$$J=2na\Gamma\sinh x,\qquad x=\frac{zeaE}{2kT},$$
and for weak field and slowly varying density
$$J=n\mu E-D\frac{dn}{dX},\qquad D=a^2\Gamma,\qquad \mu=\frac{zeD}{kT}.$$

These rates drop a second-order rise of the mean barrier, which for a cosine potential is $(Fa)^2/(2\pi^2W)$ with $F=zeE$. The "exact velocity" in the numerical output is that of a strongly damped ion in the tilted cosine potential.

A fixed countercharge of density $-zeN$ holds the mobile density at $n=N$. In the weak-field description with smooth charge densities, a disturbance at the inner face dies away over the length
$$\ell=\frac{\lambda}{\sqrt{1+g^2/4}-g/2},$$
where $\lambda=\sqrt{\varepsilon kT/(z^2e^2N)}$ is the screening length, $g=zeE\lambda/kT$, and $\varepsilon$ is the permittivity of the oxide. The "pinning test" in the output solves the full weak-field equations for a film of thickness $80\lambda$ under the voltage $40\,kT/ze$, with densities $1.3N$ at the inner face and $0.8N$ at the outer one.

## The growth law

Let $\Omega$ be the oxide volume formed per arriving ion. In the time $dt$ the number $J\,dt$ arrives per area and adds the thickness $\Omega J\,dt$. Hence $dL/dt=\Omega J$. Two conditions are used here.

The new oxide must itself be filled with mobile ions to the density $n$. This takes $n\Omega$ ions for each ion built in, and it is neglected for $n\Omega\ll1$. The new layers must also take up the countercharge at the same density, or $n$ would change as the film grows.

Moreover, the steady-state flux is used although the film is growing. The mean ion velocity is $J/n$, while the surface moves at $\Omega J$. The surface is slower by the factor $n\Omega$, so the film hardly changes while an ion crosses it.

With $E=V/L$, the dimensionless field is inversely proportional to the thickness:
$$x=\frac{zeaV}{2kTL}=\frac{L_c}{L},\qquad L_c=\frac{zeaV}{2kT}.$$
The growth law is therefore
$$\frac{dL}{dt}=2\Omega na\Gamma\,\sinh\frac{L_c}{L}.$$
The crossover thickness $L_c$ separates two regimes. For $L\ll L_c$ the rate is $\Omega na\Gamma\,e^{L_c/L}$, the exponential law. For $L\gg L_c$ the hyperbolic sine may be replaced by its argument:
$$\frac{dL}{dt}\approx\frac{2\Omega na\Gamma L_c}{L}=\frac KL,$$
with
$$K=2\Omega na\Gamma\cdot\frac{zeaV}{2kT}=\Omega n\,\frac{ze\,a^2\Gamma}{kT}\,V=\Omega n\mu V .$$
The same constant follows from $J=n\mu E$ with $E=V/L$. Multiplying by $L$ and integrating from the thickness $L_0$ at $t=0$ gives parabolic growth:
$$L^2-L_0^2\approx2Kt .$$

## How far the parabola is off

The growth law can be integrated without the approximation. From the definition of $K$, $2\Omega na\Gamma=K/L_c$. Separating variables and writing $L_c=Lx$,
$$K\,dt=\frac{L_c\,dL}{\sinh x}=L\,\frac{x}{\sinh x}\,dL .$$
The parabola results if $x/\sinh x$ is replaced by 1. Since $\sinh x>x$ for $x>0$, the true time is shorter than the parabolic one. For a limit on the other side, use the power series of the hyperbolic sine:
$$\left(1-\frac{x^2}{6}\right)\sinh x
=x+\sum_{k\ge1}\frac{x^{2k+1}}{(2k+1)!}\left[1-\frac{2k(2k+1)}{6}\right].$$
The bracket is zero for $k=1$ and negative for every larger $k$. The left side is therefore smaller than $x$, and
$$1-\frac{x^2}{6}<\frac{x}{\sinh x}<1 .$$
Multiply by $L$, insert $x=L_c/L$ and integrate from $L_0$ to $L$:
$$0<\frac{L^2-L_0^2}{2}-Kt<\frac{L_c^2}{6}\ln\frac{L}{L_0}.$$

The logarithm is more than a bound; it is also the leading correction in thick films. The part of $x/\sinh x$ left over beyond $1-x^2/6$ starts with the fourth power of $x$. Its contribution to $Kt$ is an integral over $L\,(L_c/L)^4\propto L^{-3}$, which stays finite as $L$ grows. Hence
$$L^2=2Kt+\frac{L_c^2}{3}\ln\frac{L}{L_0}+\text{terms that stay bounded}.$$
The distance between $L^2$ and the straight line $2Kt$ grows without limit, but more slowly than $L^2$ itself, so that $L^2/2Kt\to1$. In this sense the thick-film limit is parabolic.

A local measure is the slope of the rate on logarithmic scales. At fixed voltage the rate is proportional to $\sinh(L_c/L)$, so
$$\frac{d\ln(dL/dt)}{d\ln L}=L\,\coth\!\left(\frac{L_c}{L}\right)\left(-\frac{L_c}{L^2}\right)=-x\coth x .$$
This tends to $-1$, the parabolic value, when $x\to0$, and it is steeper than $-1$ in thin films.

## Does a parabola prove drift?

It does not. Suppose, in place of pinned density, that the field is uniform and the densities at the two faces are held at $n_0$ (inner) and $n_M$ (outer), with $M=L/a$ jumps between them. In the steady state the flux $a\Gamma(n_ie^{x}-n_{i+1}e^{-x})$ is the same between all neighbouring planes. This is satisfied by
$$n_i=A+B\,e^{2xi},$$
because the $B$ term drops out: $e^{x}e^{2xi}-e^{-x}e^{2x(i+1)}=0$. The flux is $J=2a\Gamma A\sinh x$. The end values require $n_0=A+B$ and $n_M=A+Be^{u}$, where
$$u=2xM=\frac{zeaE}{kT}\,\frac La=\frac{zeV}{kT}.$$
Eliminating $B$ gives
$$A=\frac{n_0e^{u}-n_M}{e^{u}-1}.$$
In a thick film $2a\Gamma\sinh x\approx2a\Gamma x=a\Gamma\,ua/L=Du/L$, and
$$J=\frac{D}{L}\;\frac{u\left(n_0e^{u}-n_M\right)}{e^{u}-1}.$$

At constant voltage and fixed face densities this is proportional to $1/L$ for every $u$. Whenever the flux is outward, growth is therefore parabolic, whatever the share of diffusion. Three cases show what the voltage does.

- For $u\to0$, $u/(e^u-1)\to1$ and $J=D(n_0-n_M)/L$. This is diffusion alone, and it is parabolic too.
- For $n_M=n_0=n$, $J=Dnu/L=n\mu V/L$ at any $u$. This is the drift result above.
- For $u\gg1$, $J\approx Dn_0u/L=n_0\mu V/L$. The outer density no longer matters.

Within this model the mark of drift is that $K$ is proportional to $V$. Seeing it requires comparing films grown at different voltages with the temperature and the ion density held fixed.

## Worked example

Consider alumina growing on aluminium in an oxygen plasma at 600 K, under 3.0 V, from 20 to 300 nm. The ion charge is $3e$. An oxide volume of 0.025 nm³ per cation and a relative permittivity of 9 are rough typical values. The jump length 0.25 nm, the attempt rate $10^{13}$ s⁻¹, the barrier 1.10 eV and the density $n=4.0\times10^{18}$ cm⁻³ are round model choices, not data for alumina.

With $kT=0.0517$ eV the constants are
$$L_c=\frac{3\times0.25\ \text{nm}\times3.0\ \text{eV}}{2\times0.0517\ \text{eV}}=21.8\ \text{nm},$$
$$\Gamma=10^{13}\,e^{-1.10/0.0517}\ \text{s}^{-1}=5.76\times10^{3}\ \text{s}^{-1},$$
$$D=(2.5\times10^{-8}\ \text{cm})^2\,\Gamma=3.60\times10^{-12}\ \text{cm}^2/\text{s},$$
$$\mu=\frac{3D}{0.0517\ \text{V}}=2.09\times10^{-10}\ \text{cm}^2/\text{Vs}.$$
The fraction $n\Omega$ is $4.0\times10^{18}\times2.5\times10^{-23}=1.0\times10^{-4}$, and
$$K=n\Omega\,\mu V=1.0\times10^{-4}\times2.09\times10^{-10}\times3.0=6.27\times10^{-14}\ \text{cm}^2/\text{s}=6.27\ \text{nm}^2/\text{s}.$$

The film starts near the crossover thickness and ends far above it:

| $L$ (nm) | $E$ (MV/cm) | back/forward | $dL/dt$ (nm/s) | $K/L$ (nm/s) |
|---|---|---|---|---|
| 20 | 1.50 | 0.11 | 0.379 | 0.313 |
| 50 | 0.60 | 0.42 | 0.129 | 0.125 |
| 100 | 0.30 | 0.65 | 0.0632 | 0.0627 |
| 300 | 0.10 | 0.865 | 0.0209 | 0.0209 |

At 300 nm there are 865 backward jumps for every 1000 forward ones. Counting forward jumps alone would give 7.4 times the net rate. The logarithmic slope of the rate is $-1.37$ at 20 nm and $-1.002$ at 300 nm.

The parabola gives the growth time
$$t=\frac{300^2-20^2}{2\times6.27}\ \text{s}\approx7150\ \text{s}.$$
Integrating the hyperbolic sine law gives 7116 s, or 1.98 h. Adding up the times for successive planes, each from the steady flux through a chain of planes of that length, gives the same 7116 s. The parabola is too long by 33 s, which is 0.5 % of the time from the full law. The bound derived above is
$$\frac{L_c^2}{6K}\ln\frac{300}{20}=34\ \text{s}.$$
The error is this small, even though the starting rate exceeds $K/L$ by a fifth, because most of the time is spent in the thick film.

## What the model leaves out

**Layers at the faces.** With smooth charge densities the screening length is 0.85 nm, and the entrance layer $\ell$ is 1.1 nm at the final thickness. Within that description a uniform density is consistent there, unless the density at the inner face is far below $n$. At 20 nm the estimate is 6.3 nm, a third of the film. It is rough, since it uses the weak-field mobility at $x=1.09$; with the full jump rates the layer is about 4.7 nm. The density in the thin film is uniform if it equals $n$ at both faces. The consequence for the total time is limited: by the parabola, growth from 20 to 50 nm takes $(50^2-20^2)/(2\times6.27)\approx170$ s. Even if that stretch took twice as long, the total would rise by little more than 2 %.

**Discrete charges.** The description by smooth densities is not justified for the numbers of this example. The mobile ions are on average $n^{-1/3}=6.3$ nm apart, much farther than the screening length. An ion of charge $3e$ at 0.5 nm from a fixed charge $-e$ is attracted to it by about 0.96 eV, against $kT=0.052$ eV. Most ions would then be bound to fixed charges, and the sites would not be equivalent. The example therefore illustrates the equations for an assumed density of free ions; it does not show that a real oxide could supply that density.

**Missing countercharge.** Without fixed charges the mobile ions would change the field across the 300 nm film by $zenL/\varepsilon=72$ MV/cm, where the model assumes 0.1 MV/cm. In that case the model does not apply at all.

**A barrier at the entrance.** Suppose the first jump, from the metal into the oxide, has a barrier higher by $\Delta W$, and that it takes up a tenth of the voltage. Assume the same ion density and jump symmetry there. Equal flux through the entrance and the film requires
$$e^{-\Delta W/kT}\sinh\frac{0.1\,zeV}{2kT}=\sinh\frac{0.9\,L_c}{L},$$
which gives $\Delta W=0.41$ eV at 20 nm and 0.56 eV at 300 nm. For cosine barriers, the second-order rise dropped here would lower both by about 0.03 eV. A larger problem is the field of 12 MV/cm that this assumes over the first jump, above the rough breakdown field used below. By Gauss's law, a drop from 12 MV/cm to the much lower film field needs a negative sheet charge of about $\varepsilon\times12$ MV/cm $\approx6\times10^{13}\,e$/cm² at the first plane, while the countercharge of one plane is only $zena=3\times10^{11}\,e$/cm². The values above therefore hold only if an extra interface charge of that size is present. With the charges of the model alone, the ions are depleted behind the barrier and the lost voltage falls over a layer of several nanometres. The field over the first jump is then only 1 to 2 MV/cm, and the same loss of flux is reached already at about $\Delta W=0.03$ eV at 20 nm and 0.15 eV at 300 nm. In either picture a thick film tolerates more, because it passes less flux itself. In the thick film such a barrier lowers the rate by a tenth, since the rate is proportional to the voltage left for the film. With a much higher entrance barrier, entry would control growth, and the law derived here would not hold.

**Temperature.** A rise of 10 K multiplies $K$ by 1.39. Among the effects sized here that leave the model valid, this is the largest for the growth time.

**Smaller effects.** The second-order rise of the barrier lengthens the growth time by 0.03 %. The mobile ions stored in new oxide change it by about 0.01 %. The ionic current at 20 nm is 0.73 mA/cm², and its heating is 2.2 mW/cm². Electronic leakage would add heat, but as long as the voltage across the oxide is held and the temperature stays fixed, it does not change the field in this model.

**Breakdown.** The starting field of 1.5 MV/cm is 0.3 of a rough breakdown field of 5 MV/cm. Breakdown depends on film quality, temperature and contacts; thin anodic films grow at fields of 7 to 10 MV/cm, above this value. The ratio gives an order of magnitude and no guarantee.

## The model beside real alumina

Anodic films on aluminium usually grow at several MV/cm, and at a fixed voltage they nearly stop at a thickness of the order of one nanometre per volt. The example reaches 100 nm per volt at 0.1 MV/cm, which is far from typical. It does so because the chosen barrier, temperature and ion density together give an appreciable ion flux even at weak field; the two hours should not be read as a prediction for aluminium. In real anodic alumina oxygen also moves, and a uniform countercharge of the required density is not assured. The second point is the more serious, as the 72 MV/cm above shows. The parabolic drift law is to be expected where an oxide has a fixed, compensated density of mobile ions that are not bound to the countercharges, where neither face limits the flux, and where the film is much thicker than both $L_c$ and $\ell$. The numerical output lists most of the values used here to more digits.

## Calculated quantities

```
T = 600 K, kT = 0.05170 eV, V = 3.0 V
ion charge = 3 e, jump length a = 0.25 nm
barrier W = 1.10 eV, attempt rate = 1.0e+13 1/s
mobile density n = 4.0e+18 cm^-3
oxide volume per cation = 0.025 nm^3
relative permittivity (rough) = 9
jump rate Gamma = 5.7598e+03 1/s
diffusion coefficient D = 3.5999e-12 cm^2/s
mobility mu = 2.0887e-10 cm^2/(V s)
crossover thickness Lc = 21.758 nm
parabolic constant K = 6.2662 nm^2/s = 6.2662e-14 cm^2/s
L nm | E MV/cm | x | back/forward | rate nm/s | K/L nm/s | slope
20 | 1.500 | 1.0879 | 0.1135 | 0.37888 | 0.31331 | -1.3665
50 | 0.600 | 0.4352 | 0.4188 | 0.12932 | 0.12532 | -1.0623
100 | 0.300 | 0.2176 | 0.6472 | 0.06316 | 0.06266 | -1.0157
300 | 0.100 | 0.0725 | 0.8650 | 0.02091 | 0.02089 | -1.0018
forward-only/net rate at 300 nm = 7.406
growth 20 to 300 nm, sinh law: 7116.2 s = 1.977 h
same, plane-by-plane sum: 7116.2 s
same, parabola: 7149.5 s
parabola minus sinh law = 33.3 s (0.47 %)
logarithmic bound on that difference = 34.1 s
exact velocity / sinh law at 20 nm = 0.98820
exact velocity / sinh law at 300 nm = 0.99995
mean barrier rise at 20 nm = 0.583 meV
growth time change from barrier rise = 0.026 %
pinning test: mid density / background = 1.000000
pinning test: flux / uniform-film flux = 1.0136
screening length = 0.845 nm
entrance layer at 20 nm = 6.33 nm
entrance layer at 300 nm = 1.08 nm
field change if uncompensated, 300 nm = 72.4 MV/cm
breakdown field (rough) = 5 MV/cm
starting field / breakdown = 0.30
mobile ions stored per oxide cation = 1.0e-04
rate factor for +10 K = 1.394
ion current at 20 nm = 0.728 mA/cm^2
ionic heating at 20 nm = 2.185 mW/cm^2
entrance barrier taking V/10 at 20 nm = 0.407 eV
entrance barrier taking V/10 at 300 nm = 0.555 eV
```
